\section*{The first-order conical intersection: orthogonal vectors, tilt and descent paths}

\section*{Setting}

Two electronic states of a molecule are degenerate at the nuclear geometry $\mathbf R_0$, and no other state shares their energy $E_0$. The electronic Hamiltonian $H$ is real (no spin--orbit coupling, no magnetic field) and smooth in the $N$ internal coordinates. Write $\mathbf x=\mathbf R-\mathbf R_0$. Lengths and angles between coordinate vectors refer to a chosen metric, here the ordinary dot product. Hartree atomic units are used.

Let $\phi_1,\phi_2$ be any real orthonormal pair spanning the degenerate space at $\mathbf R_0$. The states are held fixed while the nuclei move, and $H_{ij}(\mathbf x)=\langle\phi_i|H(\mathbf x)|\phi_j\rangle$. Define, with gradients taken at $\mathbf R_0$,
\begin{equation}
\mathbf s=\tfrac12\nabla(H_{11}+H_{22}),\quad
\mathbf g=\tfrac12\nabla(H_{11}-H_{22}),\quad
\mathbf h=\nabla H_{12}.
\label{def}
\end{equation}
Note the factor $\tfrac12$ in the gradient-difference vector $\mathbf g$. The coupling vector is $\mathbf h$.

\section*{(a) The two surfaces near the degeneracy}

\textbf{Question.} Find both energies to first order in $\mathbf x$. In which directions does the degeneracy survive at this order?

\textbf{Solution.} Collect $\phi_1,\phi_2$ in a space $P$ and all other eigenstates of $H(\mathbf R_0)$ in a space $Q$. With components $c$ in $P$ and $d$ in $Q$, the eigenvalue equation reads
\begin{equation}
H_{PP}c+H_{PQ}d=Ec,\qquad H_{QP}c+H_{QQ}d=Ed .
\end{equation}
The second equation gives $d=(E-H_{QQ})^{-1}H_{QP}c$, so that
\begin{equation}
\left[H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}\right]c=Ec .
\end{equation}
At $\mathbf R_0$ the block $H_{PQ}$ vanishes, because the basis states are eigenstates there. It is therefore of first order in $\mathbf x$. The inverse stays finite because the other states are separated by a gap. The added term is thus of second order, and to first order the $2\times2$ block suffices:
\begin{equation}
H_{PP}=E_0+\mathbf s\cdot\mathbf x+
\begin{pmatrix}\mathbf g\cdot\mathbf x&\mathbf h\cdot\mathbf x\\
\mathbf h\cdot\mathbf x&-\mathbf g\cdot\mathbf x\end{pmatrix}.
\end{equation}
If $\lambda$ is an eigenvalue of the last matrix, its characteristic equation is $\lambda^2-(\mathbf g\cdot\mathbf x)^2-(\mathbf h\cdot\mathbf x)^2=0$. Hence
\begin{equation}
E_\pm=E_0+\mathbf s\cdot\mathbf x\pm
\sqrt{(\mathbf g\cdot\mathbf x)^2+(\mathbf h\cdot\mathbf x)^2}.
\label{cone}
\end{equation}

The splitting vanishes when $\mathbf g\cdot\mathbf x=0$ and $\mathbf h\cdot\mathbf x=0$. If $\mathbf g$ and $\mathbf h$ are linearly independent, as assumed from here on, these are two conditions, and they leave $N-2$ directions, tangent to the seam of intersection. The plane spanned by $\mathbf g$ and $\mathbf h$ is the branching plane. In it the splitting grows linearly in every direction, which makes a double cone. If the vectors were parallel, one direction in any plane containing them would have no linear splitting, and second-order terms would be needed.

The part of $\mathbf s$ perpendicular to the branching plane is the slope of the degenerate energy along the seam. It vanishes at a minimum of the seam.

\section*{(b) Choosing the pair of states}

\textbf{Question.} The pair $\phi_1,\phi_2$ is arbitrary up to a rotation
\begin{equation}
\phi_1'=\cos\beta\,\phi_1+\sin\beta\,\phi_2,\qquad
\phi_2'=-\sin\beta\,\phi_1+\cos\beta\,\phi_2 .
\end{equation}
Find $\beta$ such that the new vectors are orthogonal and $|\mathbf g'|\ge|\mathbf h'|$. What freedom remains?

\textbf{Solution.} Expanding the matrix elements gives
\begin{align}
H_{11}'&=\cos^2\!\beta\,H_{11}+2\sin\beta\cos\beta\,H_{12}+\sin^2\!\beta\,H_{22},\\
H_{22}'&=\sin^2\!\beta\,H_{11}-2\sin\beta\cos\beta\,H_{12}+\cos^2\!\beta\,H_{22},\\
H_{12}'&=-\sin\beta\cos\beta\,(H_{11}-H_{22})+(\cos^2\!\beta-\sin^2\!\beta)H_{12}.
\end{align}
The sum $H_{11}'+H_{22}'$ is unchanged, so $\mathbf s'=\mathbf s$. Half the difference and the coupling give, after taking gradients,
\begin{equation}
\mathbf g'=\mathbf g\cos2\beta+\mathbf h\sin2\beta,\qquad
\mathbf h'=-\mathbf g\sin2\beta+\mathbf h\cos2\beta .
\label{rot}
\end{equation}
The vectors mix with twice the angle of the states. Their scalar product is
\begin{align}
\mathbf g'\cdot\mathbf h'&=(h^2-g^2)\sin2\beta\cos2\beta
+\mathbf g\cdot\mathbf h\,(\cos^22\beta-\sin^22\beta)\nonumber\\
&=\mathbf g\cdot\mathbf h\,\cos4\beta-\tfrac12(g^2-h^2)\sin4\beta .
\end{align}
Similarly,
\begin{align}
g'^2+h'^2&=g^2+h^2,\\
g'^2-h'^2&=(g^2-h^2)\cos4\beta+2\,\mathbf g\cdot\mathbf h\,\sin4\beta .
\end{align}
Let $D=\sqrt{(g^2-h^2)^2+4(\mathbf g\cdot\mathbf h)^2}$. For $D>0$ the choice
\begin{equation}
\cos4\beta=\frac{g^2-h^2}{D},\qquad \sin4\beta=\frac{2\,\mathbf g\cdot\mathbf h}{D}
\label{beta}
\end{equation}
makes the scalar product zero and gives $g'^2-h'^2=D>0$. Therefore
\begin{equation}
g'^2=\tfrac12(g^2+h^2+D),\qquad h'^2=\tfrac12(g^2+h^2-D).
\label{lengths}
\end{equation}
Both signs in (\ref{beta}) matter. The ratio $\tan4\beta$ alone would also admit $\beta+\pi/4$, which turns $\mathbf g'$ into $\mathbf h'$ and $\mathbf h'$ into $-\mathbf g'$ and so reverses the ordering. If $D=0$, the vectors are already orthogonal and equally long, and any $\beta$ will do.

For $D>0$, $\beta$ is fixed up to multiples of $\pi/2$. Adding $\pi/2$ reverses both vectors, and changing the sign of one state reverses $\mathbf h'$ alone. These signs affect neither the squares in (\ref{cone}) nor the criteria below. The energies do not depend on $\beta$ at all, since (\ref{rot}) conserves $(\mathbf g\cdot\mathbf x)^2+(\mathbf h\cdot\mathbf x)^2$.

From now on the primes are dropped. The axes of the branching plane lie along the orthogonal $\mathbf g$ and $\mathbf h$, whose lengths are $g\ge h>0$, and $s_x,s_y$ are the components of $\mathbf s$ on these axes.

\section*{(c) Is the intersection a minimum of the upper surface?}

\textbf{Question.} Within the branching plane, when does the upper energy rise in every direction from the intersection?

\textbf{Solution.} Put $\mathbf x=r\mathbf n$ with $\mathbf n=(\cos\theta,\sin\theta)$. Equation (\ref{cone}) becomes
\begin{equation}
E_\pm-E_0=r\,[\mathbf s\cdot\mathbf n\pm q(\theta)],\qquad
q=\sqrt{g^2\cos^2\theta+h^2\sin^2\theta}.
\label{polar}
\end{equation}
The upper slope must be positive for $\mathbf n$ and for $-\mathbf n$. Since $q$ is the same for both, this means $|\mathbf s\cdot\mathbf n|<q$ for all $\theta$. Write
\begin{equation}
\mathbf s\cdot\mathbf n=\frac{s_x}{g}\,(g\cos\theta)+\frac{s_y}{h}\,(h\sin\theta).
\end{equation}
The Cauchy--Schwarz inequality gives $|\mathbf s\cdot\mathbf n|\le\sqrt{\mathcal P}\,q$ with
\begin{equation}
\mathcal P=\frac{s_x^2}{g^2}+\frac{s_y^2}{h^2}.
\label{P}
\end{equation}
Equality is reached where $(g\cos\theta,h\sin\theta)$ is parallel to $(s_x/g,s_y/h)$, and such a direction exists. The condition is therefore both necessary and sufficient:
\begin{equation}
\mathcal P<1:\ \text{peaked},\qquad \mathcal P>1:\ \text{sloped}.
\end{equation}
On a peaked cone the lower surface falls in every direction of the plane. On a sloped cone the upper surface has a downhill sector, and the lower surface has an uphill sector opposite to it. At $\mathcal P=1$ the upper surface is flat to first order in one direction and the lower surface in the opposite direction, and higher orders decide.

An equivalent form uses a mean slope $\delta$, an asymmetry $\Delta$, a relative tilt $\sigma$ and a tilt direction $\theta_s$:
\begin{equation}
\delta^2=\frac{g^2+h^2}{2},\quad
\Delta=\frac{g^2-h^2}{g^2+h^2},\quad
(s_x,s_y)=\sigma\delta(\cos\theta_s,\sin\theta_s).
\end{equation}
Then $g^2=\delta^2(1+\Delta)$ and $h^2=\delta^2(1-\Delta)$, and
\begin{equation}
\mathcal P=\sigma^2\left[\frac{\cos^2\theta_s}{1+\Delta}+\frac{\sin^2\theta_s}{1-\Delta}\right]
=\frac{\sigma^2(1-\Delta\cos2\theta_s)}{1-\Delta^2}.
\end{equation}

\section*{(d) Steepest descent on the lower surface}

\textbf{Question.} Let $e(\theta)=\mathbf s\cdot\mathbf n-q$ be the lower slope. Show that every nondegenerate minimum of $e$ is a downhill ray, and that the direction of neighbouring paths of steepest descent converges to it.

\textbf{Solution.} The gradient of $r\,e(\theta)$ has radial component $e$ and angular component $e'$. Steepest descent therefore obeys $\dot r=-e$ and $r\dot\theta=-e'$, and for $e\ne0$
\begin{equation}
\frac{d\theta}{d\ln r}=\frac{e'}{e}.
\end{equation}
These equations describe the motion within the branching plane. A component $s_\perp$ of $\mathbf s$ along the seam adds a uniform drift along the seam and leaves them unchanged, because on the linear cone the in-plane gradient does not depend on the seam coordinates. Directions with $e'=0$ are straight paths; in the full space such a path is tilted out of the plane by the angle $\arctan(|s_\perp|/|e|)$. A small deviation $\eta$ from one obeys $d\eta/d\ln r=(e''/e)\,\eta$. At a minimum $e''>0$, so $\eta$ shrinks as $r$ grows, provided that $e<0$.

To find the sign of $e$, abbreviate $c=\cos\theta$, $t=\sin\theta$ and $D=g^2-h^2$, which agrees with the earlier $D$ because now $\mathbf g\cdot\mathbf h=0$. Differentiating $q^2=g^2c^2+h^2t^2$ twice gives
\begin{equation}
qq'=-D\,tc,\qquad q'^2+qq''=-D(c^2-t^2).
\label{qp}
\end{equation}
Multiply the second relation by $q^2$, insert the first, and add $q^4$:
\begin{align}
q^3(q+q'')&=q^2\left[q^2-D(c^2-t^2)\right]-D^2t^2c^2\nonumber\\
&=(g^2c^2+h^2t^2)(g^2t^2+h^2c^2)-(g^2-h^2)^2t^2c^2\nonumber\\
&=g^2h^2(c^4+t^4+2t^2c^2)=g^2h^2 .
\end{align}
The terms $(g^4+h^4)t^2c^2$ have cancelled, and the last bracket is $(c^2+t^2)^2=1$. Because $(\mathbf s\cdot\mathbf n)''=-\mathbf s\cdot\mathbf n$,
\begin{equation}
e+e''=-(q+q'')=-\frac{g^2h^2}{q^3}.
\end{equation}
At a minimum $e''\ge0$, and so $e=-e''-g^2h^2/q^3<0$. This holds for sloped cones as well as for peaked ones. The convergence is in angle only. The distance $r\eta$ from the ray obeys $d\ln(r\eta)/d\ln r=1+e''/e=(e+e'')/e=g^2h^2/(q^3|e|)>0$, so it still grows, though more slowly than $r$. On the linear cone the curvature across the ray, $(e+e'')/r$, is negative, so close to the intersection the ray is not the floor of a valley. This curvature decays as $1/r$, and farther out the second-order terms, whose curvature does not decay, can outweigh it.

\section*{(e) How many descent paths?}

\textbf{Question.} Call the cone bifurcating if $e$ has two minima on the circle and single-path if it has one. Find the criterion for $g>h$, and treat $g=h$ separately.

\textbf{Solution.} As $\mathbf s$ varies, simple zeros of $e'$ move continuously and cannot appear or vanish. The number of minima can change only where $e'=e''=0$ at the same angle:
\begin{equation}
-s_xt+s_yc=q',\qquad s_xc+s_yt=-q''.
\end{equation}
Solving this pair gives $s_x=-tq'-cq''$ and $s_y=cq'-tq''$. Part (d) supplies $q'=-Dtc/q$ and $q''=(g^2h^2-q^4)/q^3$. Then
\begin{align}
s_x&=\frac{c}{q^3}\left[q^2(Dt^2+q^2)-g^2h^2\right]
=\frac{c\,g^2(q^2-h^2)}{q^3}=\frac{D g^2c^3}{q^3},\label{sx}\\
s_y&=\frac{t}{q^3}\left[q^2(q^2-Dc^2)-g^2h^2\right]
=\frac{t\,h^2(q^2-g^2)}{q^3}=-\frac{D h^2t^3}{q^3}.\label{sy}
\end{align}
The simplifications use $q^2+Dt^2=g^2$, $q^2-Dc^2=h^2$, $q^2-h^2=Dc^2$ and $q^2-g^2=-Dt^2$.

To eliminate $\theta$, multiply (\ref{sx}) by $g$ and (\ref{sy}) by $h$ and raise the magnitudes to the power $2/3$. The results are $D^{2/3}g^2c^2/q^2$ and $D^{2/3}h^2t^2/q^2$, whose sum is $D^{2/3}$. The boundary is thus $\mathcal B=1$, a stretched astroid in the $(s_x,s_y)$ plane, with
\begin{equation}
\mathcal B=\frac{(g|s_x|)^{2/3}+(h|s_y|)^{2/3}}{(g^2-h^2)^{2/3}} .
\label{B}
\end{equation}

Scaling $\mathbf s\to k\mathbf s$ multiplies $\mathcal B$ by $k^{2/3}$. If $\mathcal B<1$, shrink $k$ from 1 to 0. The boundary is never met, so the count equals that at $\mathbf s=0$. There $e=-q$ has two minima, at $\theta=0$ and $\pi$, where $q$ is largest. If $\mathcal B>1$, increase $k$ without limit. Again no boundary is met, and $e/k$ and its derivatives approach those of the single cosine $\mathbf s\cdot\mathbf n$, which has one minimum. Hence
\begin{equation}
\mathcal B<1:\ \text{bifurcating},\qquad \mathcal B>1:\ \text{single-path}.
\end{equation}
At $\mathcal B=1$ the function $e$ has only one minimum, but higher-order terms decide whether the true lower surface has a second one on small circles around the intersection. In the other parameters, with $D=2\Delta\delta^2$,
\begin{equation}
\mathcal B=\left(\frac{\sigma^2}{4\Delta^2}\right)^{1/3}
\left\{[(1+\Delta)\cos^2\theta_s]^{1/3}+[(1-\Delta)\sin^2\theta_s]^{1/3}\right\}.
\end{equation}

For $g=h$ the function $q$ is constant. Any nonzero in-plane $\mathbf s$ then leaves one minimum, opposite to $\mathbf s$. For $\mathbf s=0$ no direction is preferred at first order.

Physically, the asymmetry $g>h$ offers two opposite exits along $\pm\mathbf g$, and a sufficient tilt leaves only one (for a tilt exactly along $\mathbf h$ the two merge). The paths are steepest-descent rays near the intersection, projected on the branching plane. Nuclear trajectories also depend on momentum and on the surfaces farther away.

\section*{(f) Can a sloped cone bifurcate?}

\textbf{Question.} Find the condition on $g$ and $h$ under which some tilt gives $\mathcal P>1$ and $\mathcal B<1$ together.

\textbf{Solution.} $\mathcal P$ grows along each ray from $\mathbf s=0$, so its upper limit in the region $\mathcal B<1$ is its largest value on the boundary. There, set $u=g^2c^2/q^2$, so that $1-u=h^2t^2/q^2$. Equations (\ref{sx}) and (\ref{sy}) give
\begin{equation}
\mathcal P=D^2\left[\frac{u^3}{g^4}+\frac{(1-u)^3}{h^4}\right],\qquad 0\le u\le1 .
\end{equation}
This function is convex, so its maximum lies at an end of the interval. Since $h<g$, that end is $u=0$, with $\mathcal P=D^2/h^4$ and $\mathbf s$ along $\mathbf h$. Sloped bifurcating cones therefore exist if and only if $g^2-h^2>h^2$, that is
\begin{equation}
g^2>2h^2\quad\Longleftrightarrow\quad\Delta>\tfrac13 .
\end{equation}

\section*{(g) Does the classification depend on the metric?}

\textbf{Question.} Replace the coordinates by mass-weighted ones, $y_i=\sqrt{m_i}\,x_i$. What happens to $\mathcal P$ and $\mathcal B$ if $\mathbf s$ lies in the span of $\mathbf g$ and $\mathbf h$?

\textbf{Solution.} Every gradient component is divided by $\sqrt{m_i}$. This linear map preserves a relation $\mathbf s=a\mathbf g+b\mathbf h$, where the vectors need not be orthogonal. The state rotation (\ref{rot}) only rotates the coefficient pair $(a,b)$, so $a^2+b^2$ is conserved. In the orthogonal pair the coefficients are $s_x/g$ and $s_y/h$, and therefore
\begin{equation}
\mathcal P=a^2+b^2
\end{equation}
in either metric. In contrast, $\mathcal B$ contains the lengths $g$ and $h$ separately, and these change. This is reasonable, because steepest descent itself needs a metric. If $\mathbf s$ has a component along the seam, its projection on the branching plane depends on the metric too, and $\mathcal P$ can then change.

For the unrotated vectors given in the question of part (h) and $\mathbf s=0.8\,\mathbf g+0.1\,\mathbf h$, $\mathcal P=0.64+0.01=0.65$. Relative masses $(1,1,1)$ give $\mathcal B=1.06$ and one path, while $(1,4,1)$ give $\mathcal B=0.94$ and two.

\section*{(h) Four cones from one pair of vectors}

\textbf{Question.} A model with three coordinates has, in hartree/bohr,
\begin{equation}
\mathbf g=(0.06,0.02,0.01),\qquad \mathbf h=(0.01,0.03,-0.01).
\end{equation}
A third state lies 0.2 hartree higher and is linearly coupled to both, with $H_{13}=(0.03,-0.02,0.01)\cdot\mathbf x$ and $H_{23}=(0.02,0.01,-0.03)\cdot\mathbf x$. The diagonal elements contain quadratic terms $\tfrac12k_i|\mathbf x|^2$ with $k_1,k_2,k_3=0.1,\,0.2,\,0.1$ hartree/bohr$^2$. Orthogonalize the vectors and classify the cones for
\begin{align}
\text{A: }\mathbf s&=(0.02,0.01,0), &\text{B: }\mathbf s&=(0.05,0.03,0),\nonumber\\
\text{C: }\mathbf s&=(-0.01,0.04,-0.02), &\text{D: }\mathbf s&=(0.06,0.08,0).\nonumber
\end{align}

\textbf{Solution.} The products are $g^2=0.0041$, $h^2=0.0011$ and $\mathbf g\cdot\mathbf h=0.0011$, in (hartree/bohr)$^2$. With $g^2-h^2=0.0030$ and $2\,\mathbf g\cdot\mathbf h=0.0022$, both positive,
\begin{equation}
\beta=\tfrac14\arctan\frac{0.0022}{0.0030}=9.06^\circ,\qquad
D=\sqrt{0.0030^2+0.0022^2}=0.00372 .
\end{equation}
Equation (\ref{lengths}) gives the rotated lengths $g=0.0668$ and $h=0.0272$ hartree/bohr. The mean slope is $\delta=0.0510$ hartree/bohr $=2.62$ eV/\AA, and $\Delta=0.715$ exceeds $1/3$, so sloped bifurcating cones exist. Peaked single-path cones exist for any $g>h$: the expression for $\mathcal P$ on the boundary $\mathcal B=1$ in part (f) has its minimum at $u=g^2/(g^2+h^2)$, where $\mathcal P=\Delta^2<1$. Small and large tilts supply the other two classes, so all four are possible.

For case A the projections are $s_x=0.02225$ and $s_y=0.00146$ hartree/bohr. Thus
\begin{align}
\mathcal P&=\left(\frac{0.02225}{0.06678}\right)^2+\left(\frac{0.00146}{0.02720}\right)^2
=0.111+0.003=0.114,\\
\mathcal B&=\left(\frac{0.06678\times0.02225}{0.00372}\right)^{2/3}
+\left(\frac{0.02720\times0.00146}{0.00372}\right)^{2/3}\nonumber\\
&=0.54+0.05=0.59 .
\end{align}
The cone is peaked and bifurcating. The same arithmetic gives the other rows below. The column $e_{\min}$ lists the slopes at the minima of the lower cone, in hartree/bohr.
\begin{center}
\begin{tabular}{lccccl}
 & $s_x$ & $s_y$ & $\mathcal P$ & $\mathcal B$ & $e_{\min}$\\
\hline
A & 0.0223 & 0.0015 & 0.11 & 0.59 & $-0.089,\ -0.045$\\
B & 0.0578 & 0.0077 & 0.83 & 1.17 & $-0.125$\\
C & 0.0061 & 0.0454 & 2.80 & 0.71 & $-0.088,\ -0.079$\\
D & 0.0880 & 0.0453 & 4.51 & 1.84 & $-0.162$
\end{tabular}
\end{center}
B is peaked and single-path, C is sloped and bifurcating, and D is sloped and single-path. Each $\mathbf s$ also has a component along the seam, largest in D (0.0143 hartree/bohr), where it tilts the descent ray out of the branching plane by $\arctan(0.0143/0.162)=5^\circ$; the table refers to the plane. In A the two exits lie at $181^\circ$ and $358^\circ$ from the $\mathbf g$ axis, almost opposite to each other. In C the tilt along $\mathbf h$ has bent them to $217^\circ$ and $315^\circ$, yet both survive.

Since $\mathcal P$ scales as $k^2$ and $\mathcal B$ as $k^{2/3}$, lengthening $\mathbf s$ in case A removes the second path at $k=\mathcal B^{-3/2}=2.20$, before the cone becomes sloped at $k=\mathcal P^{-1/2}=2.96$. Along the direction of C the order is reversed: the cone becomes sloped at $k=0.60$ and loses a path at $k=1.68$.

Diagonalizing the full three-state matrix on a circle in the branching plane measures what the linear cone omits. The largest energy error is $1.0\times10^{-5}$ hartree at 0.01 bohr, about 2\% of the smallest cone splitting there, $2hr=5.4\times10^{-4}$ hartree. Nearly all of it is the quadratic term $\tfrac12k_2r^2=1.0\times10^{-5}$ hartree, so the figure reflects the chosen force constants; the third state alone would give $7\times10^{-7}$ hartree. At 0.001 bohr the error is a hundred times smaller, as expected for a second-order remainder. The numerical check also counts the minima on that smaller circle and finds the same four classes.

\section*{Computed values}
\begin{verbatim}
Vectors in hartree/bohr; angles in degrees from the g axis
model g, h: (0.0600, 0.0200, 0.0100) (0.0100, 0.0300, -0.0100)
couplings to state 3: (0.0300, -0.0200, 0.0100) (0.0200, 0.0100, -0.0300)
force constants (hartree/bohr^2): (0.1, 0.2, 0.1)
third state energy: 0.2 hartree
before rotation: g.g=0.004100 h.h=0.001100 g.h=0.001100 (hartree/bohr)^2
rotation beta = 9.063 degrees
rotated g: (0.0601, 0.0283, 0.0064) length 0.06678
rotated h: (-0.0092, 0.0223, -0.0126) length 0.02720
seam unit vector (no unit): (-0.2752, 0.3853, 0.8808)
delta = 0.05099 hartree/bohr = 2.622 eV/angstrom
Delta = 0.7154 (no unit)
Case A: s = (0.0200, 0.0100, 0.0000) -> peaked, bifurcating
  sx=0.02225 sy=0.00146 seam slope=-0.00165 hartree/bohr
  sigma=0.4373 theta_s=3.74 deg P=0.1139 B=0.5908
  lowest upper slope = 0.02389 hartree/bohr
  lower minima (deg: hartree/bohr): 181.1: -0.08905; 357.5: -0.04456
  scale of s at P=1: 2.9632; at B=1: 2.2021
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Case B: s = (0.0500, 0.0300, 0.0000) -> peaked, single-path
  sx=0.05775 sy=0.00774 seam slope=-0.00220 hartree/bohr
  sigma=1.1427 theta_s=7.63 deg P=0.8287 B=1.1717
  lowest upper slope = 0.00465 hartree/bohr
  lower minima (deg: hartree/bohr): 183.9: -0.12480
  scale of s at P=1: 1.0985; at B=1: 0.7884
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Case C: s = (-0.0100, 0.0400, -0.0200) -> sloped, bifurcating
  sx=0.00606 sy=0.04542 seam slope=0.00055 hartree/bohr
  sigma=0.8987 theta_s=82.41 deg P=2.7965 B=0.7074
  lowest upper slope = -0.01832 hartree/bohr
  lower minima (deg: hartree/bohr): 217.5: -0.08797; 315.1: -0.07882
  scale of s at P=1: 0.5980; at B=1: 1.6809
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Case D: s = (0.0600, 0.0800, 0.0000) -> sloped, single-path
  sx=0.08797 sy=0.04534 seam slope=0.01431 hartree/bohr
  sigma=1.9410 theta_s=27.27 deg P=4.5136 B=1.8351
  lowest upper slope = -0.04356 hartree/bohr
  lower minima (deg: hartree/bohr): 197.6: -0.16175
  scale of s at P=1: 0.4707; at B=1: 0.4022
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Random cones: peaked bifurcating 207, peaked single 26,
  sloped bifurcating 62, sloped single 105
g^2/h^2=2.2, s=1.1 h: sloped, lower minima 2
g^2/h^2=1.8, s=1.1 h: sloped, lower minima 1
Metric test with s = 0.8 g + 0.1 h (model g, h):
  relative masses (1.0, 1.0, 1.0): P=0.6500 B=1.0634 lower minima 1
  relative masses (1.0, 4.0, 1.0): P=0.6500 B=0.9384 lower minima 2
\end{verbatim}
